# How fine structure sets the polarisation of resonantly scattered Lyman alpha: a numerical check

```python
"""Polarisation of resonantly scattered Lyman alpha (fixed nucleus, no nuclear spin).

Result under test, for unpolarised incident light scattered through 90 degrees:
  P = (9 x^2 + 9 g^2/4 - D^2) / (9 x^2 + 9 g^2/4 + 3 D^2)
P : (I_perp - I_par)/(I_perp + I_par), relative to the scattering plane
D : splitting of 2p(3/2) above 2p(1/2);  g : common radiative width
x : photon energy minus [energy of the 2p(1/2) line + D/3]
One level alone gives 0 (j=1/2) or 3/7 (j=3/2); the far wings give 1.
The direct side uses a numerical resolvent of the six 2p spin-orbital states.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

alpha = const.fine_structure
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
hc_ev_angstrom = const.h * const.c / const.e * 1e10

# ---------- orbital dipole elements <1s|r_i|2p m> by quadrature ----------
def radial_1s(r):
    return 2 * np.exp(-r)

def radial_2p(r):
    return r * np.exp(-r / 2) / np.sqrt(24)

radial_dipole = quad(lambda r: radial_1s(r) * radial_2p(r) * r**3, 0, np.inf)[0]
nodes, node_weights = np.polynomial.legendre.leggauss(10)
phis = 2 * np.pi * np.arange(16) / 16
cos_t, phi = [a.ravel() for a in np.meshgrid(nodes, phis, indexing="ij")]
solid_weights = np.repeat(node_weights, 16) * 2 * np.pi / 16
sin_t = np.sqrt(1 - cos_t**2)
directions = np.array([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t])
harmonics = np.array([
    -np.sqrt(3 / (8 * np.pi)) * sin_t * np.exp(1j * phi),
    np.sqrt(3 / (4 * np.pi)) * cos_t,
    np.sqrt(3 / (8 * np.pi)) * sin_t * np.exp(-1j * phi)])
dipole = radial_dipole * np.einsum(
    "q,iq,mq->im", solid_weights / np.sqrt(4 * np.pi), directions, harmonics)
dipole_squared = abs(dipole[2, 1])**2
assert np.isclose(dipole_squared, 2**15 / 3**10, rtol=1e-9)

# ---------- radiative decay matrix from the sum over emitted photons ----------
line_energy = 0.5 * (1 - 1 / 4)
transverse = (np.eye(3) * solid_weights.sum()
              - np.einsum("q,iq,jq->ij", solid_weights, directions, directions))
decay_matrix = (alpha * line_energy)**3 / (2 * np.pi) * (
    dipole.conj().T @ transverse @ dipole)
width = decay_matrix[0, 0].real
assert np.allclose(decay_matrix / ((2 / 3)**8 * alpha**3), np.eye(3), atol=1e-9)

# ---------- fine-structure splitting, checked against Dirac energies ----------
inverse_cube = quad(lambda r: radial_2p(r)**2 / r, 0, np.inf)[0]
splitting = 1.5 * alpha**2 / 2 * inverse_cube

def dirac_energy(n, k):
    effective_n = n - k + np.sqrt(k**2 - alpha**2)
    return alpha**-2 / np.sqrt(1 + (alpha / effective_n)**2)

assert np.isclose(splitting, alpha**2 / 32, rtol=1e-9)
assert np.isclose(splitting, dirac_energy(2, 2) - dirac_energy(2, 1), rtol=1e-4)

# ---------- spin-orbit matrix from ladder operators ----------
raising = np.sqrt(2) * np.diag([1.0, 1.0], 1)
orbital = [(raising + raising.T) / 2, (raising - raising.T) / 2j,
           np.diag([1.0, 0.0, -1.0])]
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
spin_orbit = sum(np.kron(l, s / 2) for l, s in zip(orbital, pauli))
so_values, so_vectors = np.linalg.eigh(spin_orbit)
assert np.allclose(so_values, [-1, -1, 0.5, 0.5, 0.5, 0.5])
lower, upper = so_vectors[:, :2], so_vectors[:, 2:]
project_half = lower @ lower.conj().T
project_three_half = upper @ upper.conj().T
both_levels = np.eye(6)

# Photon energy w is measured from the 2p centroid; w, split, gam share one unit.
def amplitude(w, split, gam, e_in, e_out, keep=both_levels):
    """Spin matrix of the scattering amplitude, from the resolvent."""
    hamiltonian = 2 * split / 3 * spin_orbit
    resolvent = np.linalg.inv(hamiltonian - (w + 0.5j * gam) * np.eye(6))
    absorb = np.kron((e_in @ dipole.conj())[:, None], np.eye(2))
    emit = np.kron((e_out.conj() @ dipole)[None, :], np.eye(2))
    return emit @ keep @ resolvent @ absorb / dipole_squared

def intensities(w, split, gam, theta=np.pi / 2, keep=both_levels):
    """Intensities perpendicular and parallel to the scattering plane."""
    incident = np.eye(3)[:2]
    outgoing = [np.array([0.0, 1.0, 0.0]),
                np.array([np.cos(theta), 0.0, -np.sin(theta)])]
    return np.array([sum(np.sum(abs(amplitude(w, split, gam, e, o, keep))**2)
                         for e in incident) / 4 for o in outgoing])

def degree(pair):
    return (pair[0] - pair[1]) / (pair[0] + pair[1])

def incoherent(w, split, gam):
    return (intensities(w, split, gam, keep=project_half)
            + intensities(w, split, gam, keep=project_three_half))

def scalar_vector(w, split, gam):
    a_half = 1 / (-2 * split / 3 - w - 0.5j * gam)
    a_three_half = 1 / (split / 3 - w - 0.5j * gam)
    return (a_half + 2 * a_three_half) / 3, (a_half - a_three_half) / 3

def closed_degree(x, split, gam):
    base = 9 * x**2 + 9 * gam**2 / 4
    return (base - split**2) / (base + 3 * split**2)

# ---------- amplitude, angular law and closed law against the resolvent ----------
rng = np.random.default_rng(4)
for w, gam in [(-3.0, 0.2), (-0.6, 0.05), (-0.3, 0.7), (0.4, 0.1), (2.0, 1.5)]:
    scalar, vector = scalar_vector(w, 1.0, gam)
    e_in, e_out = rng.normal(size=(2, 3)) + 1j * rng.normal(size=(2, 3))
    cross = np.cross(e_out.conj(), e_in)
    formula = (scalar * (e_out.conj() @ e_in) * np.eye(2)
               + 1j * vector * sum(c * s for c, s in zip(cross, pauli)))
    direct = amplitude(w, 1.0, gam, e_in, e_out)
    assert np.allclose(direct, formula, atol=1e-9)
    spin_average = np.sum(abs(direct)**2) / 2
    assert np.isclose(spin_average, abs(scalar * (e_out.conj() @ e_in))**2
                      + abs(vector)**2 * np.sum(abs(cross)**2))
    for theta in (0.4, 1.1, np.pi / 2, 2.5):
        s2, v2, sine2 = abs(scalar)**2, abs(vector)**2, np.sin(theta)**2
        law = (s2 - v2) * sine2 / (s2 * (2 - sine2) + v2 * (2 + sine2))
        assert np.isclose(degree(intensities(w, 1.0, gam, theta)), law, atol=1e-9)
    assert np.isclose(degree(intensities(w, 1.0, gam)),
                      closed_degree(w + 1 / 3, 1.0, gam), atol=1e-9)

# ---------- single levels, wings, and removal of the suspected causes ----------
ratio = width / splitting
only_half = degree(intensities(-2 / 3, 1.0, ratio, keep=project_half))
only_three_half = degree(intensities(1 / 3, 1.0, ratio, keep=project_three_half))
assert abs(only_half) < 1e-9
assert np.isclose(only_three_half, 3 / 7, atol=1e-9)
far = 1000.0
for sign in (-1, 1):
    missing = 1 - degree(intensities(sign * far - 1 / 3, 1.0, ratio))
    assert np.isclose(missing * 9 * far**2 / 4, 1, rtol=1e-4)
    # The two strengths differ by order 1/far, hence the tolerance.
    assert np.isclose(degree(incoherent(sign * far, 1.0, ratio)), 3 / 11, atol=2e-3)
no_spin_orbit = degree(intensities(0.0, 0.0, ratio))
assert np.isclose(no_spin_orbit, 1, atol=1e-9)

# ---------- flat spectrum: integrate the directly computed intensities ----------
def broadband_degree(gam):
    totals = []
    for channel in (0, 1):
        pieces = [(-np.inf, -2 / 3), (-2 / 3, 1 / 3), (1 / 3, np.inf)]
        totals.append(sum(quad(lambda w: intensities(w, 1.0, gam)[channel], a, b,
                               epsabs=0, epsrel=1e-7, limit=200)[0]
                          for a, b in pieces))
    return degree(totals)

broadband = broadband_degree(ratio)
for gam, value in [(ratio, broadband), (1.0, broadband_degree(1.0))]:
    overlap = gam**2 / (1 + gam**2)
    assert np.isclose(value, (3 + 6 * overlap) / (11 - 2 * overlap), atol=1e-6)

# ---------- worked example ----------
line_ev = line_energy * hartree_ev
split_ev = splitting * hartree_ev
width_ev = width * hartree_ev
wavelength = hc_ev_angstrom / line_ev
peak = intensities(1 / 3, 1.0, ratio).sum()
print(f"1s-2p energy, fixed nucleus, no relativity: {line_ev:.4f} eV")
print(f"same line as a wavelength: {wavelength:.2f} angstrom")
print(f"squared dipole element <1s|z|2p0>^2: {dipole_squared:.5f} a.u.")
print(f"mean inverse cube radius of 2p: {inverse_cube:.6f} a.u.")
print(f"fine-structure splitting D: {split_ev:.4e} eV")
print(f"splitting as a wavelength: {wavelength * split_ev / line_ev:.5f} angstrom")
print(f"radiative width g: {width_ev:.4e} eV")
print(f"g/D: {ratio:.5f} (no unit)")
print(f"P, 2p(1/2) amplitude alone: {abs(only_half):.6f} (no unit)")
print(f"P, 2p(3/2) amplitude alone: {only_three_half:.6f} (no unit)")
print(f"P on resonance with D set to zero: {no_spin_orbit:.6f} (no unit)")
print("Both amplitudes; brightness is relative to the 2p(3/2) centre, at 90 deg")
places = [("2p(1/2) centre", -1 / 3), ("x = 0", 0.0),
          ("x = +D/3", 1 / 3), ("2p(3/2) centre", 2 / 3)]
for name, x in places:
    pair = intensities(x - 1 / 3, 1.0, ratio)
    print(f"{name}: x = {x * split_ev:.3e} eV, P = {degree(pair):.6f}, "
          f"brightness = {pair.sum() / peak:.3e}")
assert np.isclose(degree(intensities(-1 / 3, 1.0, ratio)), -1 / 3, atol=1e-3)
print("Wings: amplitudes added (P) and intensities added (P_inc)")
for x_ev in (1e-4, 1e-3, 1e-2):
    w = x_ev / split_ev - 1 / 3
    pair = intensities(w, 1.0, ratio)
    print(f"x = {x_ev:.0e} eV: P = {degree(pair):.6f}, 1-P = {1 - degree(pair):.3e}, "
          f"P_inc = {degree(incoherent(w, 1.0, ratio)):.4f}, "
          f"brightness = {pair.sum() / peak:.3e}")
threshold = brentq(lambda x: degree(intensities(x - 1 / 3, 1.0, ratio)) - 0.99, 1, 100)
threshold_ev = threshold * split_ev
print(f"|x| where P = 0.99: {threshold_ev:.4e} eV")
print(f"same as a wavelength offset: {wavelength * threshold_ev / line_ev:.4f} angstrom")
print(f"|x|/D where P = 0.99: {threshold:.3f} (no unit)")
print(f"P integrated over a flat spectrum: {broadband:.6f} (no unit)")
print(f"3/11 for comparison: {3 / 11:.6f} (no unit)")
print("every check passed")
```

Printed output:

```
1s-2p energy, fixed nucleus, no relativity: 10.2043 eV
same line as a wavelength: 1215.02 angstrom
squared dipole element <1s|z|2p0>^2: 0.55493 a.u.
mean inverse cube radius of 2p: 0.041667 a.u.
fine-structure splitting D: 4.5283e-05 eV
splitting as a wavelength: 0.00539 angstrom
radiative width g: 4.1259e-07 eV
g/D: 0.00911 (no unit)
P, 2p(1/2) amplitude alone: 0.000000 (no unit)
P, 2p(3/2) amplitude alone: 0.428571 (no unit)
P on resonance with D set to zero: 1.000000 (no unit)
Both amplitudes; brightness is relative to the 2p(3/2) centre, at 90 deg
2p(1/2) centre: x = -1.509e-05 eV, P = 0.000047, brightness = 5.714e-01
x = 0: x = 0.000e+00 eV, P = -0.333250, brightness = 1.801e-04
x = +D/3: x = 1.509e-05 eV, P = 0.000047, brightness = 2.401e-04
2p(3/2) centre: x = 3.019e-05 eV, P = 0.428587, brightness = 1.000e+00
Wings: amplitudes added (P) and intensities added (P_inc)
x = 1e-04 eV: P = 0.914697, 1-P = 8.530e-02, P_inc = 0.3541, brightness = 9.054e-06
x = 1e-03 eV: P = 0.999089, 1-P = 9.107e-04, P_inc = 0.2817, brightness = 5.650e-08
x = 1e-02 eV: P = 0.999991, 1-P = 9.113e-06, P_inc = 0.2736, brightness = 5.488e-10
|x| where P = 0.99: 3.0075e-04 eV
same as a wavelength offset: 0.0358 angstrom
|x|/D where P = 0.99: 6.642 (no unit)
P integrated over a flat spectrum: 0.272777 (no unit)
3/11 for comparison: 0.272727 (no unit)
every check passed
```
